# Pseudospectral self-consistent field theory for diblock lamellae and their preferred period: a program that tests the result

```python
"""Lamellar self-consistent field theory of an incompressible AB diblock melt.

Result under test: the split-step pseudospectral equations are the stationarity
conditions of a discrete free energy F; its preferred period and F converge
quadratically in the contour step to a contour-step-free solution.

Units: length Rg = b*sqrt(N/6), energy kT per chain, contour s from 0 to 1.
f: A fraction; chiN: Flory parameter times N; L: period; Q: chain partition
function; phiA, phiB: local volume fractions. The potentials are
wA = Wplus - Wminus and wB = Wplus + Wminus. Arrays live on x/L in [0,1).
F = chiN/4 + mean(Wminus^2)/chiN - mean(Wplus) - ln(Q).
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import newton

f = 0.45
chiN = 20.0
grid_points = 64


def split_step(L, wA, wB, steps):
    """Densities, ln Q and d(ln Q)/dL for the split-step propagator."""
    M = len(wA)
    ds = 1.0 / steps
    nA = round(f * steps)
    assert abs(nA - f * steps) < 1e-9
    k2 = (2 * np.pi * np.fft.rfftfreq(M, d=L / M)) ** 2
    kinetic = np.exp(-k2 * ds)
    in_A = np.arange(steps)[:, None] < nA
    half = np.where(in_A, np.exp(-wA * ds / 2), np.exp(-wB * ds / 2))
    both = np.stack([half, half[::-1]], axis=1)
    q = np.ones((steps + 1, 2, M))
    for j in range(steps):
        q[j + 1] = both[j] * np.fft.irfft(
            kinetic * np.fft.rfft(both[j] * q[j]), M)
    forward, backward = q[:, 0], q[::-1, 1]
    Q = forward[-1].mean()
    product = forward * backward / Q
    phiA = ds * (product[:nA + 1].sum(0) - (product[0] + product[nA]) / 2)
    phiB = ds * (product[nA:].sum(0) - (product[nA] + product[-1]) / 2)
    changed = np.fft.irfft(
        (2 * k2 * ds / L) * kinetic * np.fft.rfft(half * forward[:-1]), M)
    dlnQ = (half * backward[1:] * changed).mean(axis=1).sum() / Q
    return phiA, phiB, np.log(Q), dlnQ


def contour_free(L, wA, wB):
    """Same quantities by diagonalization and analytic contour integrals."""
    M = len(wA)
    k2 = (2 * np.pi * np.fft.fftfreq(M, d=L / M)) ** 2
    T = np.fft.ifft(k2[:, None] * np.fft.fft(np.eye(M), axis=0), axis=0).real
    T = (T + T.T) / 2
    eA, UA = eigh(T + np.diag(wA))
    eB, UB = eigh(T + np.diag(wB))
    one = np.ones(M)
    junction_forward = UA @ (np.exp(-f * eA) * (UA.T @ one))
    junction_backward = UB @ (np.exp(-(1 - f) * eB) * (UB.T @ one))
    Q = np.mean(junction_forward * junction_backward)

    def block(energy, U, start, end, length):
        gap = length * np.abs(energy[:, None] - energy[None, :])
        low = np.minimum(energy[:, None], energy[None, :])
        safe = np.where(gap < 1e-12, 1.0, gap)
        ratio = np.where(gap < 1e-12, 1.0, -np.expm1(-safe) / safe)
        kernel = length * np.exp(-length * low) * ratio
        pair = (U.T @ start)[:, None] * kernel * (U.T @ end)[None, :]
        density = np.sum((U @ pair) * U, axis=1) / Q
        kinetic = np.sum(pair * (U.T @ T @ U)) / (M * Q)
        return density, kinetic

    phiA, kinA = block(eA, UA, one, junction_backward, f)
    phiB, kinB = block(eB, UB, junction_forward, one, 1 - f)
    return phiA, phiB, np.log(Q), 2 * (kinA + kinB) / L


def free_energy(fields, lnQ):
    return (chiN / 4 + np.mean(fields[0] ** 2) / chiN
            - np.mean(fields[1]) - lnQ)


def solve(density, L, fields, tolerance=1e-10):
    """Solve field equations; fields = (Wminus, Wplus)."""
    x = fields.copy()
    M = x.shape[1]
    k2 = (2 * np.pi * np.fft.rfftfreq(M, d=L / M)) ** 2
    # Inverse Debye response, bounded because a stepped chain has a
    # response of order ds, rather than 2/k^2, at large k.
    precondition = 1 / (1 / (1 + k2 / 2) + 1 / 80)
    old_x, old_r = [], []
    for iteration in range(600):
        phiA, phiB, lnQ, dlnQ = density(L, x[1] - x[0], x[1] + x[0])
        excess = phiA + phiB - 1
        residual = np.array([
            chiN * (phiA - phiB) / 2 - x[0],
            np.fft.irfft(precondition * np.fft.rfft(excess), M)])
        error = np.max(np.abs(residual))
        assert np.isfinite(error), "field iteration diverged"
        if error < tolerance:
            return x, {"A": phiA, "B": phiB, "F": free_energy(x, lnQ),
                       "slope": -dlnQ, "local": np.max(np.abs(excess)),
                       "lnQ": lnQ}
        if error > 0.3:
            old_x, old_r = [], []
            x = x + 0.2 * residual
            continue
        flat_x, flat_r = x.ravel(), residual.ravel()
        update = 0.5 * flat_r
        if old_x:
            dx = np.array([flat_x - v for v in old_x]).T
            dr = np.array([flat_r - v for v in old_r]).T
            c = np.linalg.lstsq(dr, flat_r, rcond=1e-13)[0]
            update = -dx @ c + 0.5 * (flat_r - dr @ c)
        old_x = (old_x + [flat_x.copy()])[-12:]
        old_r = (old_r + [flat_r.copy()])[-12:]
        x = (flat_x + update).reshape(2, M)
    raise AssertionError("field iteration did not converge")


def optimize_period(density, L, fields):
    latest = [fields]

    def slope(trial):
        latest[0], answer = solve(density, trial, latest[0])
        return answer["slope"]

    best = newton(slope, L, x1=L + 0.02, tol=1e-7)
    final, answer = solve(density, best, latest[0])
    assert abs(answer["slope"]) < 1e-7
    return best, final, answer


def follow_period(L_start, fields, L_end, count):
    """Follow one solution branch in small period steps."""
    previous, current = fields, fields
    for L in np.linspace(L_start, L_end, count + 1)[1:]:
        guess = 2 * current - previous
        previous = current
        current, answer = solve(contour_free, L, guess)
    return current, answer


u = np.arange(grid_points) / grid_points

# Gaussian-chain density response against the Debye double integral.
test_L, small = 4.0, 1e-3
weak = small * np.cos(2 * np.pi * u)
rA, rB, _, _ = contour_free(test_L, weak, weak)
response = -2 * np.mean((rA + rB) * np.cos(2 * np.pi * u)) / small
z = (2 * np.pi / test_L) ** 2
debye = 2 * (np.exp(-z) + z - 1) / z ** 2
assert abs(response - debye) < 1e-5

# Trapezoidal densities against derivatives of the discrete ln Q.
trial_A = 2 * np.cos(2 * np.pi * u) + np.sin(4 * np.pi * u)
trial_B = -3 * np.cos(2 * np.pi * u) + 0.5 * np.sin(2 * np.pi * u)
tA, tB, _, _ = split_step(test_L, trial_A, trial_B, 40)
bump = np.zeros(grid_points)
bump[11] = 1e-3
derivative_A = -grid_points * (
    split_step(test_L, trial_A + bump, trial_B, 40)[2]
    - split_step(test_L, trial_A - bump, trial_B, 40)[2]) / 2e-3
derivative_B = -grid_points * (
    split_step(test_L, trial_A, trial_B + bump, 40)[2]
    - split_step(test_L, trial_A, trial_B - bump, 40)[2]) / 2e-3
assert abs(derivative_A - tA[11]) < 1e-6
assert abs(derivative_B - tB[11]) < 1e-6
trial_mean_error = abs(np.mean(tA + tB) - 1)
trial_local_error = np.max(np.abs(tA + tB - 1))
assert trial_mean_error < 1e-11 and trial_local_error > 0.01

# Contour-free lamella, found from a rough cosine profile.
start = np.array([
    chiN / 2 * (2 * f - 1 + 0.8 * np.cos(2 * np.pi * u)),
    np.zeros(grid_points)])
L_ref, w_ref, ref = optimize_period(contour_free, 4.0, start)
F_mixed = chiN * f * (1 - f)
assert ref["F"] < F_mixed - 0.1
assert np.ptp(ref["A"]) > 0.5
assert abs(np.mean(ref["A"]) - f) < 1e-9
direct_F = -ref["lnQ"] + np.mean(
    chiN * ref["A"] * ref["B"]
    - (w_ref[1] - w_ref[0]) * ref["A"]
    - (w_ref[1] + w_ref[0]) * ref["B"])
assert abs(direct_F - ref["F"]) < 1e-8

# Pressure-field errors lower F, and do so quadratically.
drops = []
for amplitude in (0.01, 0.02):
    shifted = w_ref.copy()
    shifted[1] += amplitude * np.cos(4 * np.pi * u)
    lnQ = contour_free(L_ref, shifted[1] - shifted[0],
                       shifted[1] + shifted[0])[2]
    drops.append(ref["F"] - free_energy(shifted, lnQ))
assert drops[0] > 0 and abs(drops[1] / drops[0] - 4) < 0.1

# Independently converged split-step solutions for successive step halving.
step_counts = [40, 80, 160, 320]
rows = []
L_now, w_now = L_ref, w_ref
for steps in step_counts:
    def density(L, a, b, n=steps):
        return split_step(L, a, b, n)
    L_now, w_now, answer = optimize_period(density, L_now, w_now)
    eA, eB, _, _ = contour_free(L_now, w_now[1] - w_now[0],
                                w_now[1] + w_now[0])
    true_local = np.max(np.abs(eA + eB - 1))
    rows.append([L_now, answer["F"], answer["local"], true_local])
    assert answer["local"] < 1e-9
    if steps == 80:
        L_test, h = 1.05 * L_now, 1e-3
        w_test, middle = solve(density, L_test, w_now)
        upper = solve(density, L_test + h, w_test)[1]["F"]
        lower = solve(density, L_test - h, w_test)[1]["F"]
        numerical_slope = (upper - lower) / (2 * h)
        analytic_slope = middle["slope"]
        assert abs(numerical_slope - analytic_slope) < 1e-6
rows = np.array(rows)
L_error = np.abs(rows[:, 0] - L_ref)
F_error = np.abs(rows[:, 1] - ref["F"])
L_ratio = L_error[-2] / L_error[-1]
F_ratio = F_error[-2] / F_error[-1]
local_ratio = rows[-2, 3] / rows[-1, 3]
assert 3.5 < L_ratio < 4.5
assert 3.8 < F_ratio < 4.2
assert 3.6 < local_ratio < 4.4
richardson = (4 * rows[1:, 1] - rows[:-1, 1]) / 3
richardson_error = np.abs(richardson - ref["F"])
richardson_ratio = richardson_error[-2] / richardson_error[-1]
assert 12 < richardson_ratio < 20
assert richardson_error[-1] < F_error[-1] / 20

# Spatial convergence at the same period.
coarse = solve(contour_free, L_ref, w_ref[:, ::2])[1]["F"]
fine_fields = 2 * np.fft.irfft(np.fft.rfft(w_ref), 2 * grid_points)
fine = solve(contour_free, L_ref, fine_fields)[1]["F"]
assert abs(fine - ref["F"]) < 1e-6

# Curvature from slopes and, separately, from free energies.
h = 0.02
plus = solve(contour_free, L_ref + h, w_ref)[1]
minus = solve(contour_free, L_ref - h, w_ref)[1]
stiffness = (plus["slope"] - minus["slope"]) / (2 * h)
second_difference = (plus["F"] + minus["F"] - 2 * ref["F"]) / h ** 2
assert stiffness > 0
assert abs(stiffness / second_difference - 1) < 0.01

# Mismatch scan, walking outward from the preferred period on each side.
scan = []
for side in (-1, 1):
    L_branch, w_branch = L_ref, w_ref
    for mismatch, count in ((0.05, 5), (0.15, 10)):
        factor = 1 + side * mismatch
        w_branch, result = follow_period(
            L_branch, w_branch, factor * L_ref, count)
        L_branch = factor * L_ref
        cost = result["F"] - ref["F"]
        harmonic = stiffness * ((factor - 1) * L_ref) ** 2 / 2
        assert cost > 0
        scan.append((factor, cost, harmonic))
scan.sort()
for factor, cost, harmonic in scan[1:3]:
    assert abs(harmonic / cost - 1) < 0.25

k = 2 * np.pi * np.fft.rfftfreq(grid_points, d=L_ref / grid_points)
gradient_modes = 1j * k * np.fft.rfft(ref["A"])
gradient_modes[-1] = 0
gradient = np.fft.irfft(gradient_modes, grid_points)
interface_width = 1 / np.max(np.abs(gradient))
N, b_nm, temperature = 300, 0.7, 500.0
Rg_nm = b_nm * np.sqrt(N / 6)
kT_meV = 1000 * constants.k * temperature / constants.e

print(f"A fraction f = {f:.2f}; chi N = {chiN:.1f} (dimensionless)")
print(f"grid points per period = {grid_points}")
print(f"Debye response at L=4 Rg: numerical {response:.7f}, formula {debye:.7f}")
print(f"trial fields: mean-density error = {trial_mean_error:.1e}")
print(f"trial fields: largest local-density error = {trial_local_error:.4f}")
print(f"contour-free preferred period = {L_ref:.7f} Rg")
print(f"contour-free free energy = {ref['F']:.9f} kT/chain")
print(f"mixed-state free energy = {F_mixed:.6f} kT/chain")
print(f"ordering gain = {F_mixed - ref['F']:.6f} kT/chain")
print(f"A fraction: maximum {ref['A'].max():.6f}, minimum {ref['A'].min():.6f}")
print(f"interface width 1/max|dphiA/dx| = {interface_width:.4f} Rg")
print("Split-step results at each preferred period:")
print("steps  period/Rg   F/(kT/chain)  own local error  contour-free local error")
for n, row in zip(step_counts, rows):
    print(f"{n:5d}  {row[0]:.7f}  {row[1]:.9f}  {row[2]:.1e}  {row[3]:.4e}")
print("Absolute errors against contour-free solution:")
print("steps  period error/Rg  F error/(kT/chain)")
for n, le, fe in zip(step_counts, L_error, F_error):
    print(f"{n:5d}  {le:.4e}       {fe:.4e}")
print(f"last-halving error ratios: period {L_ratio:.4f}, F {F_ratio:.4f}")
print(f"last-halving local-density error ratio = {local_ratio:.4f}")
for n, value, error in zip(step_counts[1:], richardson, richardson_error):
    print(f"Richardson F using {n//2},{n} steps = {value:.9f} kT/chain; "
          f"error {error:.2e}")
print(f"last Richardson error ratio = {richardson_ratio:.3f}")
print(f"F change, 32 to 64 grid points = {abs(coarse-ref['F']):.2e} kT/chain")
print(f"F change, 64 to 128 grid points = {abs(fine-ref['F']):.2e} kT/chain")
print(f"slope test at L = {L_test:.6f} Rg, 80 steps:")
print(f"  formula {analytic_slope:.8f}, difference {numerical_slope:.8f} kT/Rg/chain")
print(f"pressure perturbation 0.01 kT: F drop = {drops[0]:.4e} kT/chain")
print(f"doubling this perturbation multiplies the drop by {drops[1]/drops[0]:.5f}")
print(f"period stiffness = {stiffness:.6f} kT/Rg^2/chain")
print("Guide-period mismatch cost (kT/chain):")
for factor, cost, harmonic in scan:
    print(f"  L/L* = {factor:.2f}: full {cost:.6f}, harmonic {harmonic:.6f}")
print(f"conversion inputs: N = {N}, b = {b_nm:.2f} nm, T = {temperature:.0f} K")
print(f"Rg = {Rg_nm:.4f} nm; kT = {kT_meV:.4f} meV")
print(f"preferred period = {L_ref * Rg_nm:.4f} nm")
print(f"ordering gain = {(F_mixed-ref['F']) * kT_meV:.4f} meV/chain")
print(f"cost at 5 percent stretch = {scan[2][1] * kT_meV:.4f} meV/chain")
print("finished without a failed check")
```

Printed output:

```
A fraction f = 0.45; chi N = 20.0 (dimensionless)
grid points per period = 64
Debye response at L=4 Rg: numerical 0.5099174, formula 0.5099174
trial fields: mean-density error = 2.2e-16
trial fields: largest local-density error = 0.4544
contour-free preferred period = 4.0376654 Rg
contour-free free energy = 3.980674001 kT/chain
mixed-state free energy = 4.950000 kT/chain
ordering gain = 0.969326 kT/chain
A fraction: maximum 0.974848, minimum 0.012966
interface width 1/max|dphiA/dx| = 0.6887 Rg
Split-step results at each preferred period:
steps  period/Rg   F/(kT/chain)  own local error  contour-free local error
   40  4.0282746  3.982176316  1.7e-11  9.5814e-03
   80  4.0352255  3.981009434  1.5e-11  2.8551e-03
  160  4.0370469  3.980754456  8.2e-12  7.7671e-04
  320  4.0375101  3.980693872  8.0e-12  2.0059e-04
Absolute errors against contour-free solution:
steps  period error/Rg  F error/(kT/chain)
   40  9.3908e-03       1.5023e-03
   80  2.4399e-03       3.3543e-04
  160  6.1844e-04       8.0454e-05
  320  1.5524e-04       1.9871e-05
last-halving error ratios: period 3.9838, F 4.0489
last-halving local-density error ratio = 3.8722
Richardson F using 40,80 steps = 3.980620474 kT/chain; error 5.35e-05
Richardson F using 80,160 steps = 3.980669463 kT/chain; error 4.54e-06
Richardson F using 160,320 steps = 3.980673677 kT/chain; error 3.24e-07
last Richardson error ratio = 14.003
F change, 32 to 64 grid points = 1.86e-09 kT/chain
F change, 64 to 128 grid points = 2.62e-13 kT/chain
slope test at L = 4.236987 Rg, 80 steps:
  formula 0.04840472, difference 0.04840470 kT/Rg/chain
pressure perturbation 0.01 kT: F drop = 3.3059e-06 kT/chain
doubling this perturbation multiplies the drop by 4.00062
period stiffness = 0.251546 kT/Rg^2/chain
Guide-period mismatch cost (kT/chain):
  L/L* = 0.85: full 0.051193, harmonic 0.046135
  L/L* = 0.95: full 0.005298, harmonic 0.005126
  L/L* = 1.05: full 0.004968, harmonic 0.005126
  L/L* = 1.15: full 0.042208, harmonic 0.046135
conversion inputs: N = 300, b = 0.70 nm, T = 500 K
Rg = 4.9497 nm; kT = 43.0867 meV
preferred period = 19.9854 nm
ordering gain = 41.7650 meV/chain
cost at 5 percent stretch = 0.2141 meV/chain
finished without a failed check
```
